# Dielectric Loss Peak of a Hydroxyl Dipole with Two Orientations

## Problem

A damp porous organosilicate film, used as an interlayer dielectric, contains hydroxyl groups. Model each group as a dipole with two equivalent orientations, separated by a barrier $E_b=0.40$ eV. From either well it reaches the barrier top at the rate

$$k=\nu\,e^{-E_b/k_BT},\qquad \nu=1\times10^{13}\ \mathrm{s^{-1}}.$$

A fraction $p$ of these activations ends in the other well; the rest fall back. The component of the dipole along the axis joining the two orientations is $+\mu$ in one well, $-\mu$ in the other and zero at the barrier top. The axes point in random directions, the dipoles are independent, and the applied field acts directly on each of them.

Take $T=300$ K, $\mu=1.0$ D, a hydroxyl density $N=0.5\ \mathrm{nm^{-3}}$ and a permittivity $\varepsilon_\infty=2.7$ well above the relaxation frequency.

1. Find the relaxation time without a field.
2. Find the complex relative permittivity in a weak alternating field.
3. At what frequency does the dielectric loss peak? Compare $p=1/2$ with $p=1$, and say what each implies about the meaning of "attempt rate".
4. For $p=1/2$, find the peak loss, the largest loss tangent, the loss tangent at 1 GHz, and the peak frequency at 398 K.
5. Estimate how far the main simplifications move the result.

## Solution

### 1. Relaxation without a field

Let $P_+$ and $P_-$ be the probabilities of the two orientations, with $P_++P_-=1$. Each well empties into the other at the rate $pk$:

$$\frac{dP_+}{dt}=-pkP_++pkP_-,\qquad \frac{dP_-}{dt}=+pkP_+-pkP_- .$$

The mean dipole along the axis is $\mu m$, with $m=P_+-P_-$. Subtracting the two equations gives

$$\frac{dm}{dt}=-2pk\,(P_+-P_-)=-2pk\,m,\qquad\text{so}\qquad \frac1\tau=2pk .$$

The factor 2 arises because a flip removes probability from one well and adds it to the other, which changes the difference twice.

If the hydroxyl forgets its origin at the barrier top, it falls into either well with equal chance. Then $p=1/2$ and $1/\tau=k$. If every counted event is a completed flip, $p=1$ and $1/\tau=2k$.

The first result does not depend on there being two wells. With $n$ equivalent wells and a random landing in any of them, $dP_i/dt=-kP_i+k/n$, so each deviation from $1/n$ decays at the rate $k$.

### 2. Response to a weak alternating field

Let the field $F$ make an angle $\theta$ with the dipole axis, and define

$$a=\frac{\mu F\cos\theta}{k_BT}.$$

The field lowers the energy of the $+$ well by $\mu F\cos\theta$ and raises that of the $-$ well by the same amount. The barrier top does not move, because the dipole component along the axis vanishes there and the model includes no transverse component. The escape rates are therefore $pk\,e^{-a}$ from $+$ and $pk\,e^{a}$ from $-$. This requires a field that varies slowly compared with the vibration in a well.

Since $m=2P_+-1$, we have $dm/dt=2\,dP_+/dt$. Inserting $P_\pm=(1\pm m)/2$,

$$\frac{dm}{dt}=pk\left[-(1+m)e^{-a}+(1-m)e^{a}\right]=2pk\,(\sinh a-m\cosh a).$$

In a weak field both $a$ and $m$ are small. To first order $\sinh a\approx a$ and $m\cosh a\approx m$, so

$$\frac{dm}{dt}=\frac{a-m}{\tau}.$$

For a field proportional to $e^{i\omega t}$, the derivative becomes a factor $i\omega$. Then $i\omega\tau m=a-m$, and

$$m=\frac{a}{1+i\omega\tau}.$$

The polarization along the field is $N\mu\langle m\cos\theta\rangle$. Because $a$ already contains one factor $\cos\theta$, the average needed is $\langle\cos^2\theta\rangle=\int_0^1c^2\,dc=1/3$. Dividing the polarization by $\varepsilon_0F$ gives the contribution to the relative permittivity:

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau},\qquad \Delta\varepsilon=\frac{N\mu^2}{3\varepsilon_0k_BT}.$$

With the convention $\varepsilon=\varepsilon'-i\varepsilon''$ and $x=\omega\tau$, multiplying numerator and denominator by $1-ix$ yields

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+x^2},\qquad \varepsilon''=\frac{\Delta\varepsilon\,x}{1+x^2}.$$

For $x\ll1$ the dipoles follow the field with little lag. For $x\gg1$ they hardly respond. The loss is small in both limits.

### 3. The loss peak

The derivative

$$\frac{d\varepsilon''}{dx}=\Delta\varepsilon\,\frac{1-x^2}{(1+x^2)^2}$$

changes from positive to negative at $x=1$. The peak therefore has height $\Delta\varepsilon/2$ and lies at $\omega=1/\tau$, or

$$f_p=\frac{1}{2\pi\tau}=\frac{2p\,\nu}{2\pi}\,e^{-E_b/k_BT}.$$

At 300 K, $k_BT=0.02585$ eV and $E_b/k_BT=15.473$. The Boltzmann factor is $1.907\times10^{-7}$, so $k=1.907\times10^{6}\ \mathrm{s^{-1}}$. Hence

$$p=\tfrac12:\quad f_p=\frac{1.907\times10^6}{2\pi}\ \mathrm{Hz}=0.303\ \mathrm{MHz},\qquad p=1:\quad f_p=0.607\ \mathrm{MHz}.$$

A peak near 0.30 MHz thus follows if the attempt rate counts arrivals at the barrier top followed by a random landing, or if $10^{13}\ \mathrm{s^{-1}}$ is defined as the prefactor of $1/\tau$ itself. If it counts completed flips out of one well, the peak is twice as high in frequency.

As a test, the rate equations with the full exponentials $e^{\pm a}$ were integrated in time for a drive of amplitude $a=0.01$. The maxima of the lagging response were found at 0.303 and 0.607 MHz.

### 4. Loss in the film

The dipole is $1.0\ \mathrm{D}=3.3356\times10^{-30}$ C m and the density is $5\times10^{26}\ \mathrm{m^{-3}}$, so

$$\Delta\varepsilon=\frac{(5\times10^{26})(3.3356\times10^{-30})^2}{3(8.854\times10^{-12})(0.02585\times1.602\times10^{-19})}=0.0506 .$$

The peak loss is $\varepsilon''=\Delta\varepsilon/2=0.0253$.

The loss tangent has its own maximum. With $\varepsilon_s=\varepsilon_\infty+\Delta\varepsilon$,

$$\tan\delta=\frac{\varepsilon''}{\varepsilon'}=\frac{\Delta\varepsilon\,x}{\varepsilon_\infty(1+x^2)+\Delta\varepsilon}=\frac{\Delta\varepsilon\,x}{\varepsilon_s+\varepsilon_\infty x^2}.$$

Its derivative is proportional to $\varepsilon_s-\varepsilon_\infty x^2$, so the maximum lies at $x=\sqrt{\varepsilon_s/\varepsilon_\infty}=1.009$. Substituting this $x$ makes the two terms of the denominator equal, and

$$(\tan\delta)_{\max}=\frac{\Delta\varepsilon}{2\sqrt{\varepsilon_s\varepsilon_\infty}}=0.0093 .$$

The two peaks nearly coincide here because $\Delta\varepsilon\ll\varepsilon_\infty$.

At 1 GHz, $x=f/f_p\approx3300$. For such large $x$, $\tan\delta\approx\Delta\varepsilon/(\varepsilon_\infty x)=5.7\times10^{-6}$. This is the contribution of the modelled relaxation alone; any faster process would add to it.

At 398 K the exponent $E_b/k_BT$ falls to $15.473\times300/398=11.66$. The peak moves up by $e^{15.473-11.66}\approx45$, to 13.7 MHz, with $\nu$ held fixed.

### 5. How firm is the number?

**Rounding of the barrier.** A shift of 0.005 eV changes the frequency by the factor $e^{0.005/0.02585}=1.21$. For $p=1/2$, barriers of 0.395 and 0.405 eV give 0.368 and 0.250 MHz. A barrier known only as "0.40 eV" therefore fixes the frequency only to within about 20%.

**Spread of barriers.** In terms of $z=\ln(f/f_p)$, the single-barrier loss is

$$\varepsilon''=\frac{\Delta\varepsilon}{e^{z}+e^{-z}}=\frac{\Delta\varepsilon}{2\cosh z}.$$

A barrier higher by $\delta$ replaces $z$ by $z+\delta/k_BT$. Averaging over a symmetric distribution of $\delta$ leaves an even function of $z$, so its slope vanishes at the old centre. For a Gaussian spread with standard deviation 0.05 eV, a numerical search confirms that the maximum stays at 0.303 MHz.

The height falls to 0.52 of its former value. The full width at half height grows from $2\,\mathrm{arcosh}(2)/\ln10=1.14$ decades to 2.44 decades. Here $\nu$ and $\Delta\varepsilon$ are the same for all barriers. Far above the peak the effect is reversed: the few hydroxyls with low barriers dominate, and the loss tangent at 1 GHz becomes about six times the single-barrier value of part 4.

**Unequal wells.** Let the well energies differ by $\Delta$, and keep the barrier at 0.40 eV above their mean. The two escape rates are $pk\,e^{\mp\Delta/2k_BT}$, and their sum is

$$\frac1\tau=2pk\cosh\frac{\Delta}{2k_BT}.$$

In equilibrium $m=\tanh(\Delta/2k_BT+a)$. Its derivative at $a=0$ multiplies the strength by $\mathrm{sech}^2(\Delta/2k_BT)$. For $\Delta=0.05$ eV the factors are 1.51 for the frequency and 0.44 for the strength: the peak moves to about 0.46 MHz and weakens.

A steady field of 1 MV/cm along the axis acts in the same way, with $\Delta=2\mu F=0.0042$ eV. It changes the rate by 0.3% and the strength by 0.6%.

**Local field.** In a dense medium, the field at a dipole includes the contribution of its polarized surroundings. In the Lorentz approximation,

$$\frac{\varepsilon-1}{\varepsilon+2}=y_\infty+\frac{B}{1+i\omega\tau},\qquad y_\infty=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}=0.362,\qquad B=\frac{\Delta\varepsilon}{3}.$$

Calling the right-hand side $y$ and solving for $\varepsilon$ gives

$$\varepsilon=-2+\frac{3}{1-y}=-2+\frac{3(1+i\omega\tau)}{(1-y_\infty-B)+i\omega\tau(1-y_\infty)}.$$

This is again a Debye function. Its relaxation time is the ratio of the two coefficients in the denominator, so the peak frequency is multiplied by

$$\frac{1-y_\infty-B}{1-y_\infty}=0.974 .$$

The new strength is the difference between the values at $\omega=0$ and $\omega\to\infty$:

$$\frac{3}{1-y_\infty-B}-\frac{3}{1-y_\infty}=\frac{\Delta\varepsilon}{(1-y_\infty)(1-y_\infty-B)}=2.52\,\Delta\varepsilon .$$

The frequency hardly changes, while the loss in part 4 would be about 2.5 times larger.

**Prefactor and quantum motion.** Treat the proton as a rotor with $U=E_b\sin^2\varphi$, an OH length of 0.096 nm and a bond angle of 117°. These rough values give a moment of inertia $I=1.22\times10^{-47}\ \mathrm{kg\,m^2}$. Near the bottom $U\approx E_b\varphi^2$, so the vibration frequency is $\Omega=\sqrt{2E_b/I}$ and $\hbar\Omega=0.067$ eV.

For a harmonic well, the classical flux over one barrier is $(\Omega/2\pi)\,e^{-E_b/k_BT}$. Each well has a barrier on either side, so the attempt rate is $\Omega/\pi=3.3\times10^{13}\ \mathrm{s^{-1}}$. Integrating over the actual sinusoidal well, which is slightly wider, gives $3.2\times10^{13}\ \mathrm{s^{-1}}$, about three times the round value assumed. The peak frequency would rise in the same proportion at fixed $p$. This flux, however, counts outward crossings of the barrier top, and for it $p$ is set by the friction $\gamma$ on the rotor rather than fixed at $1/2$. For a classical rotor with this potential, the Kramers equation gives $p\approx0.45$ at $\gamma=0.03\,\Omega$, $0.88$ at $\gamma=0.2\,\Omega$, $0.50$ at $\gamma=1.5\,\Omega$ and $0.19$ at $\gamma=5\,\Omega$. At moderate friction the peak would therefore lie near 1.7 MHz, between five and six times the value of part 3.

Quantum mechanics raises the rate further. Let $u=\hbar\Omega/k_BT=2.61$. In a harmonic well the partition function is $1/(2\sinh\frac u2)$ instead of the classical $1/u$, which multiplies the rate by $\frac2u\sinh\frac u2$.

A parabolic barrier of the same curvature transmits with probability $1/(1+e^{-2\pi y/u})$ at energy $E_b+yk_BT$. Relative to the classical flux, and with the lower limit extended to $-\infty$, it contributes

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u}{2\pi}\int_0^\infty\frac{s^{u/2\pi-1}}{1+s}\,ds=\frac{u/2}{\sin(u/2)},$$

where $s=e^{-2\pi y/u}$ and $u<2\pi$. The last step uses the standard integral $\int_0^\infty s^{b-1}/(1+s)\,ds=\pi/\sin(\pi b)$ for $0<b<1$, with $b=u/2\pi$. The product of the two factors is $\sinh(u/2)/\sin(u/2)=1.77$. Using the rotor's computed levels and a semiclassical transmission through the sinusoidal barrier gives 1.71; the exact transmission through one such barrier gives 1.74. If $E_b$ and $\nu$ were both fitted to rates measured around 300 K, they would already contain nearly all of this correction there, and it should not be applied again.

**Comparison with real films.** A permittivity of 2.7 is in the usual range for organosilicate interlayer dielectrics, and 1 D is of the order of an OH bond dipole. The hydroxyl density is a rough choice for a damp or damaged film; a well-protected hydrophobic film should contain less, and $\Delta\varepsilon$ falls in proportion. The barrier is a model value. An isolated silanol turns about its Si–O bond with a barrier far below 0.40 eV, so a barrier this high has to come from the surroundings, for example from hydrogen bonds. Adsorbed water and ionic conduction, which can also cause loss in a damp film, are left out. In an amorphous film the surroundings differ from one hydroxyl to the next, so neither equal barriers nor equal wells can be expected. With the values chosen above, the spread of barriers roughly halves the peak and broadens it. A fixed asymmetry of 0.05 eV moves the peak by a factor of about 1.5; a Gaussian distribution of asymmetries with that standard deviation moves it by only about 1.2, because most pairs are less unequal than that and the strongly unequal ones contribute little. The value 0.30 MHz follows from the stated model with $p=1/2$. For a real film it is a rough guide, useful when the typical barrier and the prefactor there are close to the assumed values; departures in the two can also offset each other. The frequency is proportional to the prefactor, and a change of 0.06 eV in the barrier shifts it by a factor $e^{0.06/0.02585}\approx10$.

The numerical output below lists the main values.

## Computed values

```
barrier                              0.40 eV
attempt rate                         1.0e+13 1/s
temperature                          300 K
thermal energy kT                    0.02585 eV
barrier / kT                         15.473
Boltzmann factor                     1.907e-07
activation rate k                    1.907e+06 1/s
relaxation time, p=1/2               0.524 us
relaxation time, p=1                 0.262 us
loss peak, p=1/2                     0.303 MHz
loss peak, p=1                       0.607 MHz
driven-equation peak, p=1/2          0.303 MHz
driven-equation peak, p=1            0.607 MHz
All lines below use p=1/2
high-frequency permittivity          2.70
hydroxyl density                     0.50 nm^-3
reversing dipole                     1.00 D
reversing dipole in SI               3.3356e-30 C m
relaxation strength                  0.0506
strength from populations            0.0506
peak loss eps''                      0.0253
tan delta at the loss peak           0.00928
largest tan delta                    0.00928
tan delta peak / loss peak frequency 1.0093
tan delta at 1 GHz                   5.68e-06
loss peak at 398 K                  13.70 MHz
loss peak for barrier 0.395 eV       0.368 MHz
loss peak for barrier 0.405 eV       0.250 MHz
barrier spread (std. deviation)      0.050 eV
spread: peak frequency               0.303 MHz
spread: height / single-barrier      0.519
full width at half height, single    1.144 decades
full width at half height, spread    2.436 decades
well asymmetry                       0.050 eV
asymmetry: rate factor               1.505
asymmetry: strength factor           0.441
steady field                         1.0 MV/cm
field: well splitting                0.00416 eV
field: rate factor                   1.0032
field: strength factor               0.9935
local field: frequency factor        0.9736
local field: height factor           2.521
rotor: OH length                     0.096 nm
rotor: bond angle                    117 degrees
rotor: moment of inertia             1.224e-47 kg m^2
rotor: vibration quantum             0.0674 eV
rotor: classical attempt rate        3.20e+13 1/s
rotor: Arrhenius slope               0.3995 eV
rotor: quantum / classical rate      1.71
rotor: harmonic estimate of ratio    1.77
```
